\section*{Linear field enhancement of Onsager escape for isotropic starting pairs, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the escape probability in a field}

\subsection{A neutral absorbing sphere}

A carrier diffuses outside a neutral sphere of radius $b$ that absorbs it on contact. A uniform field pulls the carrier along $+z$ with force $eE$, where $E\ge 0$ is the magnitude of the field. The origin is the centre of the sphere, $r$ is the starting distance, and $\theta$ is the angle between the starting vector and the force, so that $z=r\cos\theta$. We want the probability $p$ that the carrier is never absorbed.

In a short time $dt$ the displacement $\delta\mathbf r$ has mean $D\mathbf F\,dt/kT$, by Einstein's relation between mobility and diffusion constant $D$, and second moments $\langle\delta x_i\delta x_j\rangle=2D\,\delta_{ij}\,dt$. The chance of escape now equals the mean chance after the step, $p(\mathbf r)=\langle p(\mathbf r+\delta\mathbf r)\rangle$. Expanding the right side to order $dt$ and dividing by $D\,dt$ gives
\begin{equation}
\nabla^2p+\frac{\mathbf F}{kT}\cdot\nabla p=0 .
\label{eq:backward}
\end{equation}
The diffusion constant has dropped out. With $\mathbf F=eE\hat{\mathbf z}$, define
\begin{equation}
f=\frac{eE}{kT},\qquad \kappa=\frac f2 .
\end{equation}
The length $1/f$ is the distance over which the field does work $kT$.

The capture probability $h=1-p$ obeys $\nabla^2h+2\kappa\,\partial_zh=0$, with $h=1$ at $r=b$ and $h\to0$ far away. Put $h=e^{-\kappa z}g$. Then
\begin{align}
\nabla^2h&=e^{-\kappa z}(\nabla^2g-2\kappa\,\partial_zg+\kappa^2g),\\
2\kappa\,\partial_zh&=e^{-\kappa z}(2\kappa\,\partial_zg-2\kappa^2g),
\end{align}
and the sum vanishes if $\nabla^2g=\kappa^2g$. On the sphere $g=e^{\kappa b\cos\theta}=1+\kappa b\cos\theta+O(\kappa^2)$. The decaying solutions with these two angular shapes are $e^{-\kappa r}/r$ and its $z$ derivative, so
\begin{equation}
g=\frac br e^{-\kappa(r-b)}\left[1+\kappa b\cos\theta\,\frac br\,\frac{1+\kappa r}{1+\kappa b}\right]+O(\kappa^2).
\end{equation}
The remainder is of order $\kappa^2$ on the sphere, and by the maximum principle for $\nabla^2g=\kappa^2g$ it stays of that order outside.

Now average over all starting directions at fixed $r$, and mark the average by a bar. The factor $e^{-\kappa z}=1-\kappa r\cos\theta+O(\kappa^2)$ has a first-order part proportional to $\cos\theta$, whose average is zero. The same holds for the second term of $g$, and the product of the two is of order $\kappa^2$. What remains is
\begin{equation}
\bar h=\frac br\,[1-\kappa(r-b)]+O(\kappa^2)=\frac br-\kappa b+\frac{\kappa b^2}{r}+O(\kappa^2),
\end{equation}
and therefore
\begin{equation}
\bar P=1-\bar h=\left(1-\frac br\right)\left(1+\frac{fb}{2}\right)+O(f^2).
\label{eq:neutral}
\end{equation}
The field multiplies the escape probability by a factor that does not contain the starting distance. The reason is visible in the leading term $h\simeq (b/r)\,e^{-\kappa(r+z)}$. Capture from far away is suppressed everywhere except in a narrow region upstream, where $r+z$ is small. Close to the sphere this loss of distant returns appears as a constant, $-\kappa b$, and every starting distance responds to the same constant. The Coulomb problem has the same structure, and it can be solved in closed form at any field.

\subsection{The Coulomb problem and its assumptions}

Replace the sphere by one opposite elementary charge at the origin. The medium is unbounded and isotropic, with permittivity $\varepsilon$. The force on the carrier is
\begin{equation}
\frac{\mathbf F}{kT}=-\frac{r_c}{r^2}\,\hat{\mathbf r}+f\,\hat{\mathbf z},\qquad r_c=\frac{e^2}{4\pi\varepsilon kT}.
\label{eq:force}
\end{equation}
At the Onsager radius $r_c$ the Coulomb energy equals $kT$. Recombination takes place at $r=0$, at the first arrival. This point sink is replaced by a sphere of finite radius in the second half. The escape probability then obeys
\begin{equation}
\nabla^2p+f\,\partial_zp-\frac{r_c}{r^2}\,\partial_rp=0,\qquad p\to0\ (r\to0),\qquad p\to1\ (r\to\infty).
\label{eq:pde}
\end{equation}

The partner charge may be mobile too. Let the carriers have mobilities $m_1$ and $m_2$ per unit force and independent random steps. The forces on them are opposite, both from the field and from their attraction, so the relative coordinate drifts with velocity $(m_1+m_2)\mathbf F$. Its diffusion constant is $(m_1+m_2)kT$. The ratio is again $\mathbf F/kT$, and equation~\eqref{eq:pde} holds unchanged for the relative coordinate.

Waiting times do not appear either. Suppose that the carrier is held in traps between steps, and that a trap does not alter the probabilities of the next displacement. Then the sequence of visited positions is the same as without traps, and so is the probability of ultimate escape. This remains true for a broad distribution of waiting times, as in dispersive transport, provided that each trap finally releases the carrier. The yield collected within a finite time is a different quantity, and it can be smaller.

Without field, $p$ depends on $r$ alone and
\begin{equation}
p''+\left(\frac2r-\frac{r_c}{r^2}\right)p'=0
\quad\Rightarrow\quad p'=\frac{K}{r^2}\,e^{-r_c/r}
\quad\Rightarrow\quad p=\frac{K}{r_c}\,e^{-r_c/r}+K'.
\end{equation}
The condition at the sink gives $K'=0$, and the one at infinity gives $K=r_c$. Hence $p=e^{-r_c/r}$ at zero field.

\subsection{A closed solution}

The two special cases suggest the variables. The field-free result contains $r_c/r$, and the neutral sphere in a field contains $\kappa(r+z)$. Define
\begin{equation}
A=\frac{r_c}{r},\qquad B=\frac f2(r+z)=\frac{fr}{2}(1+\cos\theta).
\end{equation}
Let $N_A$ and $N_B$ be independent Poisson numbers with means $A$ and $B$. The claim is
\begin{equation}
p=\mathrm{Prob}(N_B\ge N_A)=\sum_{m=0}^{\infty}e^{-A}\frac{A^m}{m!}\sum_{k=m}^{\infty}e^{-B}\frac{B^k}{k!}.
\label{eq:closed}
\end{equation}
The Poisson numbers are a compact way to handle the double series. They are not counts of physical events.

The derivatives follow from one rule. The Poisson weight $w_m=e^{-A}A^m/m!$ satisfies $dw_m/dA=w_{m-1}-w_m$. Differentiation with respect to the mean therefore gives the value with the number raised by one, minus the original value:
\begin{align}
p_A&=\mathrm{Prob}(N_B\ge N_A+1)-\mathrm{Prob}(N_B\ge N_A)=-\mathrm{Prob}(N_A=N_B),\label{eq:pA}\\
p_B&=\mathrm{Prob}(N_B+1\ge N_A)-\mathrm{Prob}(N_B\ge N_A)=\mathrm{Prob}(N_A=N_B+1).\label{eq:pB}
\end{align}
Subscripts on $p$ denote partial derivatives. Introduce the series
\begin{equation}
S=\sum_{k=0}^\infty\frac{(AB)^k}{(k!)^2},\qquad T=\sum_{k=0}^\infty\frac{(AB)^{k+1}}{(k+1)!\,k!}.
\end{equation}
In terms of these,
\begin{equation}
p_A=-e^{-A-B}S,\qquad Bp_B=e^{-A-B}T.
\label{eq:ST}
\end{equation}
Term-by-term differentiation gives
\begin{equation}
A\,S_A=B\,S_B=\sum_{k\ge1}\frac{k\,(AB)^k}{(k!)^2}=\sum_{k\ge1}\frac{(AB)^k}{k!\,(k-1)!}=T,\qquad T_B=A\,S.
\label{eq:STrules}
\end{equation}
In the last relation the factor $k+1$ from the derivative cancels against $(k+1)!$.

\subsection{Insertion into the equation}

The geometric factors for $r>0$ are
\begin{align}
\nabla A&=-\frac Ar\hat{\mathbf r},& |\nabla A|^2&=\frac{A^2}{r^2},& \nabla^2A&=0,\\
\nabla B&=\frac f2(\hat{\mathbf r}+\hat{\mathbf z}),& |\nabla B|^2&=\frac{f^2}{2}(1+\cos\theta)=\frac{fB}{r},& \nabla^2B&=\frac fr,
\end{align}
and $\nabla A\cdot\nabla B=-(A/r)(f/2)(1+\cos\theta)=-AB/r^2$. With the force \eqref{eq:force}, where $r_c/r^2=A/r$,
\begin{align}
\frac{\mathbf F}{kT}\cdot\nabla A&=\frac{A^2}{r^2}-\frac{fA\cos\theta}{r},\\
\frac{\mathbf F}{kT}\cdot\nabla B&=-\frac{AB}{r^2}+\frac{fB}{r}.
\end{align}
The chain rule turns $r^2$ times the left side of \eqref{eq:pde} into
\begin{multline}
A^2p_{AA}-2AB\,p_{AB}+frB\,p_{BB}+fr\,p_B\\
+(A^2-frA\cos\theta)\,p_A+(frB-AB)\,p_B .
\end{multline}
The definition of $B$ gives $fr\cos\theta=2B-fr$. Substituting this and collecting the terms that carry the factor $fr$, we obtain
\begin{multline}
A\big[A\,p_{AA}-2B\,p_{AB}+(A-2B)\,p_A-B\,p_B\big]\\
+fr\big[B\,p_{BB}+(1+B)\,p_B+A\,p_A\big].
\label{eq:split}
\end{multline}
Each bracket vanishes separately. For the first, \eqref{eq:ST} and \eqref{eq:STrules} give
\begin{align}
A\,p_{AA}&=-e^{-A-B}(A\,S_A-A\,S)=e^{-A-B}(AS-T),\\
-2B\,p_{AB}&=2e^{-A-B}(B\,S_B-B\,S)=e^{-A-B}(2T-2BS).
\end{align}
Their sum is $e^{-A-B}[T+(A-2B)S]$. The other two terms are $-(A-2B)e^{-A-B}S$ and $-e^{-A-B}T$, and the total is zero. In the second bracket, $B\,p_{BB}+p_B=(Bp_B)_B$, so
\begin{equation}
(Bp_B)_B+Bp_B=e^{-A-B}(T_B-T)+e^{-A-B}T=e^{-A-B}A\,S=-A\,p_A .
\end{equation}
This proves that \eqref{eq:closed} solves the differential equation at any field.

\subsection{Boundary values and uniqueness}

The event $N_A=0$ implies $N_B\ge N_A$, and hence
\begin{equation}
e^{-r_c/r}\le p\le1 .
\label{eq:lower}
\end{equation}
So $p\to1$ at infinity, uniformly in direction. If $N_B\ge N_A$, then either $N_A=0$ or $N_B\ge1$. Since $\mathrm{Prob}(N_B\ge1)\le B\le fr$,
\begin{equation}
p\le e^{-r_c/r}+fr ,
\end{equation}
which tends to zero at the sink.

To identify $p$ with the escape probability, follow the carrier until it first meets a small sphere of radius $\delta$ or a large one of radius $R$. Equation \eqref{eq:pde} says that the mean of $p$ does not change in any short step, so $p$ at the start equals the mean of $p$ at the stopping point. Let $Q$ be the probability that $R$ is reached before $\delta$. At the outer sphere $p$ differs from one by at most $1-e^{-r_c/R}\le r_c/R$, and at the inner sphere it is at most $e^{-r_c/\delta}+f\delta$. Therefore
\begin{equation}
|p-Q|\le\frac{r_c}{R}+e^{-r_c/\delta}+f\delta .
\end{equation}
As $\delta\to0$ and $R\to\infty$, $Q$ tends to $p$. The same argument applies to any other solution with these boundary values, so the solution is unique.

Two limits follow at once. For $f=0$ we have $B=0$ and recover $p=e^{-r_c/r}$. For a start directly upstream, $\cos\theta=-1$, $B$ is also zero. In this model the field then leaves the escape probability at $e^{-r_c/r}$, however strong it is.

\subsection{Numerical evaluation}

The sum over $m$ in \eqref{eq:closed} has positive terms. Each is a Poisson weight of mean $A$ times an upper tail of mean $B$. The tail should be computed directly and not as one minus a cumulative sum. The subtraction leaves an absolute rounding error near machine precision in each tail. This is harmless when $A$ is of order one, but it becomes a visible relative error when $A$ is large and $p$ is very small, about $3\times10^{-8}$ at $A=40$, $B=1$ in double precision. Stopping after $m=M$ discards at most $\mathrm{Prob}(N_A>M)$, and also at most $\mathrm{Prob}(N_B>M)$. The smaller of these, divided by the lower bound $e^{-A}$, limits the relative truncation error.

The closed form was compared with a direct numerical solution of \eqref{eq:pde}, using finite differences in $\ln r$ and Legendre polynomials in the angle. The field was $r_cf=1$, the sink radius $0.1\,r_c$ and the outer radius $20\,r_c$. At $r/r_c=0.5$, $1$ and $3$ the isotropic mean and the values directly downstream and upstream were compared. The largest relative difference was $4\times10^{-4}$.

\section{Second half: the linear law and its use}

\subsection{Symbols and results carried over}

The Onsager radius is $r_c=e^2/(4\pi\varepsilon kT)$ and the inverse field length is $f=eE/kT$, with $E\ge0$. The carrier starts at distance $r$, at an angle $\theta$ to the force of the field. With $A=r_c/r$ and $B=\tfrac12fr(1+\cos\theta)$, the escape probability from a point sink in an unbounded medium is
\begin{equation}
p=\mathrm{Prob}(N_B\ge N_A),\qquad p_B=\mathrm{Prob}(N_A=N_B+1),
\label{eq:recall}
\end{equation}
where $N_A$ and $N_B$ are independent Poisson numbers with means $A$ and $B$. A bar or the symbol $\bar P$ denotes the mean over isotropic starting directions at fixed $r$.

\subsection{Expansion in the field}

At fixed $r$ a weak field means small $B$. Differentiating $p_B$ once more, by the rule that raises $N_B$ by one, gives
\begin{equation}
p_{BB}=\mathrm{Prob}(N_A=N_B+2)-\mathrm{Prob}(N_A=N_B+1).
\label{eq:pBB}
\end{equation}
At $B=0$ the number $N_B$ is zero, and the three coefficients are Poisson weights of $N_A$:
\begin{equation}
p=e^{-A},\qquad p_B=A\,e^{-A},\qquad p_{BB}=\left(\frac{A^2}{2}-A\right)e^{-A}.
\end{equation}
Taylor's formula then reads
\begin{equation}
p=e^{-A}\left[1+AB+\left(\frac{A^2}{4}-\frac A2\right)B^2+O(B^3)\right].
\label{eq:taylor}
\end{equation}
In the linear term the starting distance cancels, because $A$ contains $1/r$ and $B$ contains $r$:
\begin{equation}
AB=\frac{r_cf}{2}(1+\cos\theta).
\label{eq:direction}
\end{equation}
For isotropic starts $\cos\theta$ is uniform between $-1$ and $1$, so $B$ is uniform between $0$ and $fr$. Hence $\langle B\rangle=fr/2$ and $\langle B^2\rangle=f^2r^2/3$. The averages needed are
\begin{align}
A\langle B\rangle&=\frac{r_c}{r}\,\frac{fr}{2}=\frac{r_cf}{2},\\
\left(\frac{A^2}{4}-\frac A2\right)\langle B^2\rangle&=\frac{r_c^2-2r_cr}{4r^2}\,\frac{f^2r^2}{3}=\frac{f^2r_c(r_c-2r)}{12},
\end{align}
and the result is
\begin{equation}
\bar P=e^{-r_c/r}\left[1+\frac{r_cf}{2}+\frac{f^2r_c(r_c-2r)}{12}+O(f^3)\right].
\label{eq:main}
\end{equation}
The relative slope in the field is
\begin{equation}
s=\frac{1}{\bar P}\frac{d\bar P}{dE}\bigg|_{E\to0^+}=\frac{e\,r_c}{2kT}=\frac{e^3}{8\pi\varepsilon k^2T^2},
\label{eq:slope}
\end{equation}
whatever the starting distance. The absolute slope $s\,e^{-r_c/r}$ does depend on it. So does the curvature, which changes sign at $r=r_c/2$.

By \eqref{eq:direction}, the relative slope for a fixed direction is $s(1+\cos\theta)$. It runs from zero upstream to twice the isotropic value downstream. If the starting directions are biased with mean cosine $c$ at zero field, the slope is $s(1+c)$. A bias that the field itself creates, with $c$ proportional to $E$, enters this term at second order.

We now have the escape probability from a point sink in closed form at any field, and a low-field relative slope for isotropic starts that does not depend on the starting distance. What remains is to bound the error of the linear law, explain its origin and limits, extend it to a spread of distances and a finite capture radius, and apply it to amorphous selenium and to fits of measured yields.
